# Diffusion and drift of hopping ions at high field

A voltage across the oxide film of a resistive-memory cell moves charged defects, such as oxygen vacancies, from one lattice site to the next. A group of vacancies that starts in one atomic plane drifts along the field and also spreads, because hopping is random. The spread decides how sharp the front still is after it has crossed a given distance. At low field the Einstein relation gives this spread from the field and the temperature. In a thin film a few volts can produce fields at which the energy gained in one hop exceeds the thermal energy, and there the relation between spreading and drift has to be found from the hops themselves.

## The model and its two rates

An ion of charge $q>0$ sits on a line of equivalent sites with spacing $a$. The field $E>0$ points towards increasing site number $n$, and the temperature is $T$. The ion hops to nearest neighbours, forward with rate $\Gamma_+$ and backward with rate $\Gamma_-$. Ions do not influence one another. The drift velocity $v$ is the growth rate of the mean position, and the diffusion coefficient $D$ is half the growth rate of the variance of position.

The ratio of the rates follows from the periodicity of the lattice. Let the potential energy without field have period $a$. With the field it is $U(z)$, which obeys

$$U(z+a)=U(z)-qaE .$$

The ion leaves its well over a saddle on the right or over one on the left. The left saddle is the right one moved back by one period, so it is higher by $qaE$. The two barriers therefore satisfy $B_-=B_++qaE$. Both exits start from the same well, and the two saddles have the same shape, so thermally activated rates $\Gamma_\pm=\nu\,e^{-B_\pm/kT}$ share one prefactor $\nu$. Hence

$$\frac{\Gamma_+}{\Gamma_-}=e^{qaE/kT}=e^{2x},\qquad x=\frac{qaE}{2kT}. \tag{1}$$

This is local detailed balance. It does not say how much of $qaE$ lowers the forward barrier and how much raises the backward one. A cosine potential of height $B$ shows a case in full. With $\varphi=2\pi z/a$ and $s=qaE/(\pi B)<1$,

$$U=\frac B2(1-\cos\varphi)-\frac{Bs}{2}\varphi .$$

Setting $dU/d\varphi=0$ gives $\sin\varphi=s$. The well lies at $\varphi=\alpha=\arcsin s$ and the right saddle at $\pi-\alpha$. Subtracting the two energies,

$$B_+=B\cos\alpha-\frac{Bs}{2}(\pi-2\alpha)
=B\left(\sqrt{1-s^2}+s\arcsin s\right)-\frac{qaE}{2}, \tag{2}$$

because $\pi Bs/2=qaE/2$. Adding $qaE$ gives $B_-$, which has the same bracket and $+qaE/2$. The field energy is thus shared equally, and the bracket, which is $1+s^2/2$ to leading order, raises both barriers by the same amount. It slows both hops by one factor and cancels in (1).

## First derivation: moments of the master equation

Let the rates be constant in time, so that an ion has no memory of how long it has waited. The probability $p_n(t)$ of finding it on site $n$ gains from both neighbours and loses by both exits:

$$\frac{dp_n}{dt}=\Gamma_+p_{n-1}+\Gamma_-p_{n+1}-(\Gamma_++\Gamma_-)p_n .$$

Multiply by $n$ and sum over all sites. In the first term put $n=m+1$, in the second $n=m-1$:

$$\frac{d\langle n\rangle}{dt}=\Gamma_+\langle n+1\rangle+\Gamma_-\langle n-1\rangle-(\Gamma_++\Gamma_-)\langle n\rangle=\Gamma_+-\Gamma_- .$$

The same shift with the weight $n^2$ gives

$$\frac{d\langle n^2\rangle}{dt}=\Gamma_+\langle 2n+1\rangle+\Gamma_-\langle -2n+1\rangle
=2(\Gamma_+-\Gamma_-)\langle n\rangle+\Gamma_++\Gamma_- .$$

The variance is $\langle n^2\rangle-\langle n\rangle^2$, and the derivative of its second part is $-2\langle n\rangle(\Gamma_+-\Gamma_-)$. This removes the term that contains $\langle n\rangle$, and the variance grows at the constant rate $\Gamma_++\Gamma_-$. Positions are $an$, so

$$v=a(\Gamma_+-\Gamma_-),\qquad D=\frac{a^2}{2}(\Gamma_++\Gamma_-). \tag{3}$$

Backward hops subtract from the drift but add to the spread. Dividing, and using (1),

$$\frac Dv=\frac a2\,\frac{e^{2x}+1}{e^{2x}-1}=\frac a2\,\frac{e^{x}+e^{-x}}{e^{x}-e^{-x}},$$

where the last step multiplies numerator and denominator by $e^{-x}$. The result is

$$\boxed{\frac Dv=\frac a2\coth\frac{qaE}{2kT}} \tag{4}$$

### Low field, high field and the Einstein relation

The Einstein relation for the mobility $v/E$ reads $D/v=kT/qE$. Since $a/2=x\,kT/qE$, equation (4) is the same as

$$\frac Dv=\frac{kT}{qE}\,x\coth x .$$

For small $x$, $\cosh x\approx1+x^2/2$ and $\sinh x\approx x(1+x^2/6)$, so $x\coth x\approx1+x^2/3$. The Einstein relation is the limit $x\to0$. It fails at every finite field in this model: $x\cosh x-\sinh x$ vanishes at $x=0$ and has the derivative $x\sinh x>0$, so $x\coth x>1$ for all $x>0$. The true spread exceeds the Einstein value.

For large $x$ backward hops die out and $D/v\to a/2$. Then $v=a\Gamma_+$ and $D=a^2\Gamma_+/2$: what remains is the randomness in the number of forward hops. As long as the ion still moves by distinct hops, a stronger field changes drift and spreading by the same factor and no longer sharpens the packet over a given distance.

The statement depends on which mobility is meant. Suppose that the field energy is shared equally and that the remaining prefactor $\Gamma_0$ does not depend on field, so that $\Gamma_\pm=\Gamma_0e^{\pm x}$. Then $v=2a\Gamma_0\sinh x$ and $D=a^2\Gamma_0\cosh x$. With $dx/dE=qa/2kT$,

$$\frac{dv}{dE}=\frac{qa^2\Gamma_0}{kT}\cosh x=\frac{q}{kT}D .$$

Under these two conditions the Einstein relation survives at all fields for the differential mobility $dv/dE$. It is lost if the sharing is unequal. Let a fraction $\theta$ of $qaE$ lower the forward barrier, so that $\Gamma_+=\Gamma_0e^{2\theta x}$ and $\Gamma_-=\Gamma_0e^{-2(1-\theta)x}$. Differentiating $v$ in (3) gives

$$\frac{qD}{kT\,dv/dE}=\frac{\Gamma_++\Gamma_-}{2\theta\Gamma_++2(1-\theta)\Gamma_-}.$$

For $\theta=0.3$ and $x=1.5$ this is 1.57 instead of 1. Equation (4) holds for both kinds of sharing, because the ratio (1) is the same.

## Second derivation: counting hops

The second route separates two sources of randomness: how many hops occur, and which way each one goes. Let $N$ be the number of hops in time $t$, and let hop $i$ have the direction $s_i=\pm1$. The displacement is $X=a\sum_{i=1}^{N}s_i$.

Assume that the directions are independent of one another and of the times at which hops occur. Their probabilities $P_\pm$ have the ratio $e^{2x}$ and add up to 1, so $P_\pm=e^{\pm x}/(2\cosh x)$. The mean of $s_i$ is

$$m=P_+-P_-=\tanh x,$$

and its variance is $1-m^2$, because $s_i^2=1$.

For a given $N$, the displacement has mean $amN$ and variance $a^2(1-m^2)N$. The total variance is the average of this variance plus the variance of this mean:

$$\operatorname{Var}X=a^2(1-m^2)\langle N\rangle+a^2m^2\operatorname{Var}N .$$

Let $F$ be the ratio $\operatorname{Var}N/\langle N\rangle$ at long times. There $\langle X\rangle=vt$ and $\operatorname{Var}X=2Dt$ to leading order, so

$$\frac Dv=\frac{\operatorname{Var}X}{2\langle X\rangle}=\frac a2\,\frac{1-m^2+Fm^2}{m}
=\frac a2\left[\coth x+(F-1)\tanh x\right]. \tag{5}$$

It remains to find $F$. If an ion leaves its site at the constant total rate $R=\Gamma_++\Gamma_-$, the hop count is itself a walk that moves one way. It is the master equation above with forward rate $R$ and backward rate zero. The mean and the variance of $N$ then both grow at the rate $R$, so $F=1$, and (5) becomes (4). The assumption about directions also holds in this case: whenever a hop occurs, it is forward with probability $\Gamma_+/R$, however long the ion has waited.

## What each derivation assumes

Both routes need the ratio (1), a single hop length and ions that do not interact. They differ in what they ask of time and of the sites.

The first needs constant rates that are the same on every site. In return it gives $v$ and $D$ separately, and from a sharp start the variance is linear in time from the first instant. The second admits other distributions of waiting times and even unequal sites, provided that the hop directions are independent of one another and of all hop times. It is a long-time statement, and it shows that (4) rests on $F=1$, the value for a Poisson hop count.

Two cases show departures on either side of $F=1$. If hops are clocked, one per fixed interval, then $N$ does not fluctuate and $F=0$. Equation (5) becomes

$$\frac Dv=\frac a2(\coth x-\tanh x)=\frac{a}{2\sinh x\cosh x}=\frac{a}{\sinh2x},$$

which tends to zero at high field: all ions march together.

In the opposite case every second well is deeper by $\Delta$. Before the field is applied, all saddles have equal height and lie midway between the wells; their small shifts under the field are neglected. Both exits from a deep well are slowed by $r=e^{-\Delta/kT}$, so the direction probabilities stay the same on every site. A hop either way leads to a well of the other kind, so the sequence of waiting times does not depend on the directions, and (5) applies. Two successive hops form a cycle with mean waiting times $\tau_1$ and $\tau_2$. An exponential waiting time has a variance equal to the square of its mean, so the cycle time has mean $\tau=\tau_1+\tau_2$ and variance $\sigma^2=\tau_1^2+\tau_2^2$. After $M$ cycles the elapsed time is uncertain by $\sigma\sqrt M$. At a fixed long time $t$ the number of cycles is therefore uncertain by $\sigma\sqrt M/\tau$ with $M=t/\tau$, and its variance is $\sigma^2t/\tau^3$. Two hops per cycle give $\langle N\rangle=2t/\tau$ and $\operatorname{Var}N=4\sigma^2t/\tau^3$. With $\tau_1/\tau_2=r$,

$$F=\frac{2\sigma^2}{\tau^2}=\frac{2(1+r^2)}{(1+r)^2}. \tag{6}$$

This is 1 for equal wells and approaches 2 for deep traps. The value 2 belongs to this alternating pattern and is no general upper limit: sparser deep traps can give a larger $F$. As long as $F$ stays finite, the term with $F$ in (5) vanishes as $x\to0$, so the Einstein limit is common to all these cases.

Both derivations also presuppose distinct hops, and hence a forward barrier that is still large compared with $kT$ when the field is on. Strongly damped motion in a tilted cosine potential allows a comparison, since it contains no hops by assumption. Its probability density $p$ obeys

$$\frac{\partial p}{\partial t}=D_0\frac{\partial}{\partial z}\left(\frac{U'(z)}{kT}p+\frac{\partial p}{\partial z}\right),$$

where $D_0$ is the diffusion coefficient without barriers. The long-time growth rates of mean and variance were computed numerically in a Fourier basis. For $x=2$ and a barrier of $12\,kT$ they give $D/(va)=0.5186$, while (4) gives 0.5187. With no barrier, $v=D_0qE/kT$ and $D=D_0$, so the Einstein relation holds at every field, and $D/(va)=1/(2x)=0.25$. The departure from Einstein in (4) is thus an effect of the barriers. A high barrier alone does not guarantee a single hop length: the ion must also lose its energy before it reaches the next saddle. With inertia in the same potential, a barrier of $9.7\,kT$ and $x=1.04$, $D/(va)$ keeps the value 0.641 of (4) when the friction rate equals the angular frequency of the well, but rises to 0.685 at 0.3 times and to 0.95 at 0.15 times that frequency, because jumps over several wells appear.

## Oxygen vacancies in a CeO₂ film

The oxygen ions of CeO₂ form a simple cubic sublattice. With the field along a cube axis, a vacancy sees equivalent sites in a row, and sideways hops do not change its position along the field. Relative to the perfect lattice the vacancy has charge $q=2e$. Rough typical parameters are $a=0.27$ nm and a barrier $B=0.5$ eV. The example takes $T=300$ K, a film of thickness $L=10$ nm and a field of 2 MV/cm, which is 0.2 V/nm or 2 V across the film.

The energy per hop is $qaE=2\times0.27\times0.2=0.108$ eV. With $kT=0.02585$ eV,

$$x=\frac{0.108}{2\times0.02585}=2.09,\qquad \coth x=1.031 .$$

Equation (4) gives $D/v=0.135\times1.031=0.139$ nm, already close to the limit $a/2=0.135$ nm. The Einstein estimate is $kT/qE=0.02585/0.4=0.065$ nm, too small by a factor of 2.15.

For the rates, the cosine well has the curvature $2\pi^2B/a^2$. An oxygen ion of mass $M_{\rm O}$ vibrates in it with frequency

$$\nu=\frac1{2\pi}\sqrt{\frac{2\pi^2B}{a^2M_{\rm O}}}=\frac1{2a}\sqrt{\frac{2B}{M_{\rm O}}}=4.5\times10^{12}\ \mathrm{s^{-1}} .$$

Then $\Gamma_0=\nu e^{-B/kT}=1.8\times10^4$ s⁻¹, and equal sharing gives $\Gamma_+=1.46\times10^5$ s⁻¹ and $\Gamma_-=2.2\times10^3$ s⁻¹. From (3), $v=3.9\times10^{-3}$ cm/s and $D=5.4\times10^{-11}$ cm²/s. These two values depend exponentially on the rough barrier; their ratio does not depend on it.

The mean position moves by $L$ in $L/v=0.26$ ms. If no electrode stops the packet, its standard deviation is then

$$\sqrt{2D\,\frac Lv}=\sqrt{2\times0.139\times10}=1.67\ \mathrm{nm},$$

against 1.14 nm from the Einstein estimate. Other fields, with all else held fixed, give:

| $E$ (MV/cm) | $x$ | $D/v$ (nm) | $kT/qE$ (nm) |
|---|---|---|---|
| 0.1 | 0.10 | 1.297 | 1.293 |
| 0.5 | 0.52 | 0.282 | 0.259 |
| 1.0 | 1.04 | 0.173 | 0.129 |
| 3.0 | 3.13 | 0.136 | 0.043 |

The ratio $D/v$ exceeds the Einstein value by 10 % when $x\coth x=1.1$. The numerical root is $x=0.553$, which here means 0.53 MV/cm.

### Corrections and the real device

Some neglected effects change the rates and leave $D/v$ alone. The bracket in (2) raises both barriers by 1.2 meV, which lowers $v$ and $D$ by 4.5 %. Tunnelling, estimated by the leading Wigner term $(h\nu/kT)^2/24$ with the well frequency used for the saddle, raises both by 2.2 %. In this one-dimensional model the quantised vibration in the well contributes a further term of the same size, so the quantum correction is about 4.5 % in all.

Temperature and direction do change the ratio. If the device heats to 600 K at the same field, $x$ halves and $D/v$ rises to 0.173 nm. For a field along the cube diagonal, each of the six possible hops advances the vacancy by $\pm a/\sqrt3$ along the field. The spacing in (4) is replaced by this projection, in the prefactor and in $x$, and $D/v=(a/2\sqrt3)\coth(x/\sqrt3)=0.093$ nm.

Real ceria films contain impurities, grain boundaries and other vacancies, so equivalent sites and independent ions are the assumptions most at risk. Suppose that the wells in every second plane perpendicular to the field are deeper by an illustrative 0.1 eV. Sideways hops then lead only to equal wells, (6) gives $F=1.92$ and (5) gives $D/v=0.26$ nm, 87 % above the uniform lattice. For interactions, take a relative permittivity of roughly 25 and neighbours at the distance $c^{-1/3}$, where $c$ is the vacancy density. At $c=10^{18}$ cm⁻³ the Coulomb field of one neighbour is 0.012 MV/cm, negligible beside 2 MV/cm. If no other charge compensates the vacancies, however, the field rises by $qcL/(\varepsilon_0\varepsilon_r)=0.145$ MV/cm across the film, 7 % of the applied field. With the rates used here, $v$ then rises by about 17 %, so the front of a packet outruns its tail and the packet becomes wider than (4) predicts. At $10^{21}$ cm⁻³, a density chosen to represent a filament, one neighbour at a distance of 1 nm contributes 1.2 MV/cm, more than half the applied field. This contribution nearly doubles when one hop brings the two vacancies closer together, and it moves with the ions. Neither a uniform field nor independent ions can then be assumed, and (4) gives no reliable value. The applied field is itself about half of a rough breakdown field of 4 MV/cm, so the high-field regime of (4) lies within reach of such a film, with limited room above it.
